# Why nuclear stopping has a maximum as ion energy rises: a program that tests the result

```python
"""
Result under test: the nuclear stopping cross-section S_n(E) of an ion in a
solid has a maximum. S_n = gamma*E*A(E): the transferable energy gamma*E rises
with E, while the collision area A(E) falls, slowly at low E (steep screened
tail) and faster than 1/E at high E (weak Coulomb impulses).

Symbols: a = screening length; beta = b/a = reduced impact parameter;
U(x) = V(r)/(Z1 Z2 e^2/a) with x = r/a; eps = E_cm/(Z1 Z2 e^2/a);
theta = centre-of-mass scattering angle; T = gamma*E*sin^2(theta/2);
area = A/(pi a^2) = 2*int sin^2(theta/2) beta dbeta; s = eps*area.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import k1

BOHR = const.physical_constants["Bohr radius"][0] * 1e9       # nm
HARTREE = const.physical_constants["Hartree energy in eV"][0]  # eV
MASS_UNIT = const.atomic_mass / const.m_e                    # electron masses

# Published screening functions: phi(x) = sum c*exp(-d*x)
ZBL_C = np.array([0.18175, 0.50986, 0.28022, 0.02817])
ZBL_D = np.array([3.19980, 0.94229, 0.40290, 0.20162])
MOL_C = np.array([0.35, 0.55, 0.10])
MOL_D = np.array([0.3, 1.2, 6.0])


def screened(c, d):
    return lambda x: sum(ci * np.exp(-di * x) for ci, di in zip(c, d)) / x


def power_law(n):
    return lambda x: x ** (-n)


zbl = screened(ZBL_C, ZBL_D)
moliere = screened(MOL_C, MOL_D)

STEP = 0.04
BETA = np.exp(np.arange(-16.0, 16.0, STEP))   # fixed grid, same for all eps
nodes, weights = np.polynomial.legendre.leggauss(64)
PSI = 0.25 * np.pi * (nodes + 1.0)
W_PSI = 0.25 * np.pi * weights
SIN, COS2 = np.sin(PSI), np.cos(PSI) ** 2


def bisect(rising, lo, hi, rounds=70):
    for _ in range(rounds):
        mid = 0.5 * (lo + hi)
        below = rising(mid) < 0
        lo, hi = np.where(below, mid, lo), np.where(below, hi, mid)
    return 0.5 * (lo + hi)


def head_on(eps, U):
    """Closest approach at zero impact parameter: U(R) = eps."""
    return float(np.exp(bisect(lambda y: eps - U(np.exp(y)), -20.0, 20.0)))


def collide(eps, U, beta=BETA):
    """Scattering angle and closest approach for each impact parameter."""
    R = head_on(eps, U)
    x0 = bisect(lambda x: x**2 * (1 - U(x) / eps) - beta**2,
                np.maximum(beta, R), beta + R)
    q = (beta / x0)[:, None]
    h = (U(x0)[:, None] - U(x0[:, None] / SIN)) / (eps * COS2)
    D = np.sqrt(q**2 + h)
    return 2 * np.sum(W_PSI * h / (D * (D + q)), axis=1), x0


def area_parts(eps, U):
    theta, x0 = collide(eps, U)
    return 2 * STEP * BETA**2 * np.sin(theta / 2) ** 2, theta, x0


def area(eps, U):
    return float(np.sum(area_parts(eps, U)[0]))


def s_red(eps, U):
    return eps * area(eps, U)


def slope(eps, U):
    d = 0.02
    return np.log(s_red(eps * np.exp(d), U) / s_red(eps * np.exp(-d), U)) / (2 * d)


def peak(U):
    r = minimize_scalar(lambda y: -s_red(np.exp(y), U), bounds=(-3.5, 1.5),
                        method="bounded", options={"xatol": 1e-5})
    return float(np.exp(r.x))


def local_exponent(eps, U):
    """-dlnV/dlnr at the closest approach that halves the stopping."""
    part, _, x0 = area_parts(eps, U)
    cumulative = np.cumsum(part) / np.sum(part)
    x = float(np.interp(0.5, cumulative, x0))
    d = 1e-4
    return x, float(-np.log(U(x * np.exp(d)) / U(x * np.exp(-d))) / (2 * d))


# ---------------- argon ion on silicon ----------------
Z1, Z2, M1, M2 = 18, 14, 39.948, 28.0855
DENSITY = 50.0        # atoms per nm^3, rounded
THRESHOLD = 15.0      # eV, rough displacement threshold
gamma = 4 * M1 * M2 / (M1 + M2) ** 2
a_bohr = 0.8854 / (Z1**0.23 + Z2**0.23)
a_nm = a_bohr * BOHR
E_PER_EPS = Z1 * Z2 / a_bohr * HARTREE * (1 + M1 / M2)   # lab eV per unit eps


def S_nuclear(E):
    return np.pi * a_nm**2 * gamma * E * area(E / E_PER_EPS, zbl)


def speed(E):
    return np.sqrt(2 * E / HARTREE / (M1 * MASS_UNIT))    # atomic units


def S_electronic(E):
    """Lindhard-Scharff formula, eV nm^2."""
    k = 8 * np.pi * Z1 ** (7 / 6) * Z2 / (Z1 ** (2 / 3) + Z2 ** (2 / 3)) ** 1.5
    return k * speed(E) * HARTREE * BOHR**2


def T_fixed(E, beta=1.0):
    theta, _ = collide(E / E_PER_EPS, zbl, np.array([beta]))
    return float(gamma * E * np.sin(theta[0] / 2) ** 2)


def T_newton(E, beta):
    """Recoil energy from lab-frame equations of motion of both atoms.
    Length unit a, speed unit the initial ion speed."""
    strength = 1 / (2 * (E / E_PER_EPS) * (1 + M1 / M2))

    def motion(t, y):
        dx, dy = y[0] - y[2], y[1] - y[3]
        r = np.hypot(dx, dy)
        f = strength * np.sum(ZBL_C * np.exp(-ZBL_D * r) * (1 / r**2 + ZBL_D / r))
        ax, ay = f * dx / r, f * dy / r
        return [y[4], y[5], y[6], y[7], ax, ay, -ax * M1 / M2, -ay * M1 / M2]

    sol = solve_ivp(motion, (0, 110), [-50, beta, 0, 0, 1, 0, 0, 0],
                    method="DOP853", rtol=1e-9, atol=1e-12, max_step=2.0)
    return E * M2 / M1 * (sol.y[6, -1] ** 2 + sol.y[7, -1] ** 2)


eps_peak = peak(zbl)
E_peak = eps_peak * E_PER_EPS
S_peak = S_nuclear(E_peak)

# Scattering integral against the analytic inverse-square result
theta_num, _ = collide(0.7, power_law(2.0))
theta_exact = np.pi * (1 - BETA / np.sqrt(BETA**2 + 1 / 0.7))
assert np.max(np.abs(theta_num - theta_exact)) < 1e-6

# Energy transfer against Newton's equations, slow to fast
newton_error = 0.0
for E in (100.0, E_peak, 1e6):
    for beta in (0.3, 1.0, 3.0):
        newton_error = max(newton_error,
                           abs(T_newton(E, beta) / T_fixed(E, beta) - 1))
assert newton_error < 1e-3

# Stopping cross-section at the maximum from trajectories alone (beta = t^2)
tn, tw = np.polynomial.legendre.leggauss(16)
t_max = np.sqrt(12.0)
t_pts = 0.5 * t_max * (tn + 1)
S_newton = np.pi * a_nm**2 * sum(
    0.5 * t_max * w * 4 * t**3 * T_newton(E_peak, t**2) for t, w in zip(t_pts, tw))
assert abs(S_newton / S_peak - 1) < 0.01

# One maximum only; the area always falls with energy
scan = np.geomspace(1e-5, 1e3, 41)
areas = np.array([area(e, zbl) for e in scan])
assert np.all(np.diff(areas) < 0)
signs = np.sign(np.diff(scan * areas))
assert signs[0] > 0 and signs[-1] < 0 and np.sum(signs[1:] != signs[:-1]) == 1
assert abs(slope(eps_peak, zbl)) < 5e-3

# Slow limit: hard spheres with the head-on radius, area -> R^2/2
slow_eps = (1e-2, 1e-4, 1e-8)
slow_R = [head_on(e, zbl) for e in slow_eps]
slow_ratio = [area(e, zbl) / (R**2 / 2) for e, R in zip(slow_eps, slow_R)]
assert slow_ratio[0] > slow_ratio[1] > slow_ratio[2] > 1
assert slow_ratio[2] < 1.1

# Fast limit: impulse angle, T ~ 1/E at fixed b, and logarithmic stopping


def impulse(beta):
    return float(np.sum(ZBL_C * ZBL_D * k1(ZBL_D * beta)))


theta_fast = collide(100.0, zbl, np.array([1.0]))[0][0]
impulse_ratio = (impulse(1.0) / 100.0) / theta_fast
assert abs(impulse_ratio - 1) < 0.02
fall = T_fixed(400 * E_PER_EPS) / T_fixed(100 * E_PER_EPS)
assert abs(4 * fall - 1) < 0.03
cut = 1e-4
Lam = np.log(cut) + quad(lambda y: (np.exp(y) * impulse(np.exp(y))) ** 2,
                         np.log(cut), np.log(200.0), limit=200)[0]
fast_ratio = [(np.log(2 * e) + Lam) / (2 * e) / s_red(e, zbl) for e in (10., 1000.)]
assert abs(fast_ratio[1] - 1) < 0.01

# Power laws: no maximum in the sum, though each fixed b has one
power_slopes = {}
for n in (1.5, 2.0, 3.0):
    U = power_law(n)
    power_slopes[n] = np.log(s_red(10., U) / s_red(0.01, U)) / np.log(1000.)
    assert abs(power_slopes[n] - (1 - 2 / n)) < 1e-3
soft = [e * np.sin(collide(e, power_law(1.5), np.array([1.0]))[0][0] / 2) ** 2
        for e in (0.01, 1.0, 100.0)]
assert soft[1] > soft[0] and soft[1] > soft[2]

# Local-exponent estimate of the slope, and exponent near 2 at the maximum
local_rows = []
for e in (1e-3, 1e-2, eps_peak, 10.0):
    x, n = local_exponent(e, zbl)
    local_rows.append((e, x, n, 1 - 2 / n, slope(e, zbl)))
    assert abs(local_rows[-1][3] - local_rows[-1][4]) < 0.2
eps_mol = peak(moliere)
n_mol = local_exponent(eps_mol, moliere)[1]
assert abs(local_rows[2][2] - 2) < 0.4 and abs(n_mol - 2) < 0.4
a_firsov = 0.8854 / (np.sqrt(Z1) + np.sqrt(Z2)) ** (2 / 3)
E_mol = eps_mol * Z1 * Z2 / a_firsov * HARTREE * (1 + M1 / M2)
S_mol = np.pi * (a_firsov * BOHR) ** 2 * gamma * E_mol * area(eps_mol, moliere)

# Energy that maximises the transfer at b = a
best = minimize_scalar(lambda y: -T_fixed(np.exp(y)),
                       bounds=(np.log(1e3), np.log(1e6)), method="bounded")
E_best = float(np.exp(best.x))

# ---------------- printed numbers ----------------
print(f"Ar on Si: Z1={Z1}, Z2={Z2}, M1={M1} u, M2={M2} u")
print(f"density (rounded) {DENSITY:.0f} atoms/nm^3; gamma = {gamma:.4f}")
print(f"ZBL screening length a = {a_nm:.5f} nm")
print(f"lab energy for eps=1: {E_PER_EPS:.0f} eV")
print(f"maximum: eps = {eps_peak:.3f}, s = {s_red(eps_peak, zbl):.4f}")
print(f"maximum: E = {E_peak/1e3:.1f} keV, S_n = {S_peak:.2f} eV nm^2")
print(f"nuclear energy loss at maximum = {S_peak*DENSITY:.0f} eV/nm")
print(f"S_n at maximum from trajectories = {S_newton:.2f} eV nm^2")
print(f"largest relative error of T against Newton = {newton_error:.1e}")
print("E(eV) | eps | A(nm^2) | S_n(eV nm^2) | slope | T at b=a (eV) | S_e(eV nm^2)")
for E in (100., 1000., 1e4, E_peak, 1e5, 1e6):
    e = E / E_PER_EPS
    S = S_nuclear(E)
    print(f"{E:9.0f} | {e:.5f} | {S/(gamma*E):.3e} | {S:.3f} | "
          f"{slope(e, zbl):+.3f} | {T_fixed(E):.1f} | {S_electronic(E):.3f}")
print(f"T at b=a is largest at {E_best/1e3:.1f} keV: {T_fixed(E_best):.0f} eV")
for e, R, ratio in zip(slow_eps, slow_R, slow_ratio):
    print(f"slow: eps={e:.0e}, R/a={R:.2f}, area/(hard-sphere area)={ratio:.3f}")
print(f"fast: impulse angle/full angle at eps=100, b=a: {impulse_ratio:.4f}")
print(f"fast: T(4E)/T(E) at b=a, from eps=100: {fall:.4f}")
print(f"fast: Lambda = {Lam:.4f}; 2*exp(Lambda) = {2*np.exp(Lam):.3f}")
print(f"fast: log formula/full s: eps=10 {fast_ratio[0]:.3f}, eps=1000 {fast_ratio[1]:.4f}")
for n, value in power_slopes.items():
    print(f"power law n={n}: slope of ln S_n against ln E = {value:+.4f}")
print("n=1.5, b=a: eps*sin^2(theta/2) at eps=0.01,1,100: "
      + ", ".join(f"{v:.5f}" for v in soft))
print("eps | median closest approach/a | local n | 1-2/n | true slope")
for row in local_rows:
    print(f"{row[0]:.3f} | {row[1]:.3f} | {row[2]:.2f} | {row[3]:+.3f} | {row[4]:+.3f}")
print(f"Moliere: maximum at {E_mol/1e3:.1f} keV, {S_mol:.2f} eV nm^2, local n={n_mol:.2f}")
E_cross = brentq(lambda E: S_nuclear(E) - S_electronic(E), E_peak, 1e6)
print(f"S_e/S_n at maximum = {S_electronic(E_peak)/S_peak:.3f}")
print(f"S_e equals S_n at {E_cross/1e3:.0f} keV")
totals = [S_nuclear(f * E_peak) + S_electronic(f * E_peak) for f in (1, 3, 10)]
print("S_n+S_e at 1, 3, 10 times the peak energy: "
      + ", ".join(f"{v:.2f}" for v in totals) + " eV nm^2")
b_share = DENSITY ** (-1 / 3) / np.sqrt(np.pi)
print(f"radius of one atom's share of area = {b_share:.3f} nm")
print(f"rough displacement threshold = {THRESHOLD:.0f} eV")
for E in (100., 1000., E_peak, 1e6):
    part, theta, _ = area_parts(E / E_PER_EPS, zbl)
    total = np.sum(part)
    far = np.sum(part[BETA * a_nm > b_share]) / total
    weak = np.sum(part[gamma * E * np.sin(theta / 2) ** 2 < THRESHOLD]) / total
    mu = M1 * M2 / (M1 + M2) * MASS_UNIT
    wave = np.sum(part[mu * speed(E) * BETA * a_bohr * theta < 1]) / total
    print(f"E={E:.0f} eV, shares of S_n: b beyond share {far:.2e}, "
          f"T<threshold {weak:.2e}, non-classical {wave:.1e}")
print("ALL CHECKS PASSED")
```

Output:

```
Ar on Si: Z1=18, Z2=14, M1=39.948 u, M2=28.0855 u
density (rounded) 50 atoms/nm^3; gamma = 0.9696
ZBL screening length a = 0.01240 nm
lab energy for eps=1: 70896 eV
maximum: eps = 0.312, s = 0.3506
maximum: E = 22.1 keV, S_n = 11.64 eV nm^2
nuclear energy loss at maximum = 582 eV/nm
S_n at maximum from trajectories = 11.64 eV nm^2
largest relative error of T against Newton = 9.3e-06
E(eV) | eps | A(nm^2) | S_n(eV nm^2) | slope | T at b=a (eV) | S_e(eV nm^2)
      100 | 0.00141 | 2.282e-02 | 2.213 | +0.522 | 94.9 | 0.174
     1000 | 0.01411 | 6.384e-03 | 6.190 | +0.361 | 882.5 | 0.550
    10000 | 0.14105 | 1.142e-03 | 11.074 | +0.122 | 5188.4 | 1.739
    22135 | 0.31221 | 5.423e-04 | 11.640 | -0.000 | 6272.1 | 2.587
   100000 | 1.41051 | 9.847e-05 | 9.548 | -0.266 | 3421.1 | 5.499
  1000000 | 14.10507 | 3.402e-06 | 3.299 | -0.633 | 440.1 | 17.390
T at b=a is largest at 22.4 keV: 6272 eV
slow: eps=1e-02, R/a=5.07, area/(hard-sphere area)=1.274
slow: eps=1e-04, R/a=15.93, area/(hard-sphere area)=1.140
slow: eps=1e-08, R/a=53.89, area/(hard-sphere area)=1.049
fast: impulse angle/full angle at eps=100, b=a: 1.0019
fast: T(4E)/T(E) at b=a, from eps=100: 0.2507
fast: Lambda = -0.4186; 2*exp(Lambda) = 1.316
fast: log formula/full s: eps=10 1.051, eps=1000 1.0010
power law n=1.5: slope of ln S_n against ln E = -0.3333
power law n=2.0: slope of ln S_n against ln E = +0.0000
power law n=3.0: slope of ln S_n against ln E = +0.3333
n=1.5, b=a: eps*sin^2(theta/2) at eps=0.01,1,100: 0.00994, 0.20059, 0.00426
eps | median closest approach/a | local n | 1-2/n | true slope
0.001 | 10.641 | 4.32 | +0.537 | +0.539
0.010 | 5.808 | 3.25 | +0.384 | +0.389
0.312 | 1.581 | 1.98 | -0.012 | -0.000
10.000 | 0.229 | 1.23 | -0.630 | -0.589
Moliere: maximum at 14.8 keV, 11.94 eV nm^2, local n=1.99
S_e/S_n at maximum = 0.222
S_e equals S_n at 195 keV
S_n+S_e at 1, 3, 10 times the peak energy: 14.23, 14.97, 15.48 eV nm^2
radius of one atom's share of area = 0.153 nm
rough displacement threshold = 15 eV
E=100 eV, shares of S_n: b beyond share 5.22e-02, T<threshold 1.74e-01, non-classical 5.6e-07
E=1000 eV, shares of S_n: b beyond share 3.22e-03, T<threshold 3.45e-02, non-classical 2.0e-07
E=22135 eV, shares of S_n: b beyond share 8.37e-05, T<threshold 8.08e-03, non-classical 1.2e-07
E=1000000 eV, shares of S_n: b beyond share 6.56e-06, T<threshold 1.03e-02, non-classical 4.6e-07
ALL CHECKS PASSED
```
